**Phonon Caroli formula and the low-temperature conductance of a harmonic chain**

The program tests the heat current $J=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,\mathrm{Tr}[G\Gamma_LG^\dagger\Gamma_R](n_L-n_R)$ and the low-temperature conductance $\frac{4Z_LZ_R}{(Z_L+Z_R)^2}\frac{\pi^2k^2T}{3h}$. Here $\hbar=1$, $G$ is the retarded Green function of the centre, $\Gamma_\alpha$ the coupling to lead $\alpha$, $n_\alpha$ its Bose function, and $Z_\alpha=\sqrt{m_\alpha K_\alpha}$, with $m_\alpha$ its atomic mass and $K_\alpha$ its spring constant. It asserts that the lead self-energy agrees with a long damped finite lead, and that the transmission agrees with explicit wave matching. It also asserts that the current and the growth rate of $\langle x_1^2\rangle$ agree with the exact time evolution of a closed system with free outer ends; both printed ratios are 1.00000. Clamping the outer ends fixes the length of each lead and so removes part of its thermal noise. This lowers the current ratio to 0.99293, in agreement with a formula for the shift that is coded in the program but not derived in the text. A second centre with a slowly decaying vibration is asserted to agree within 0.5% at late times, where its printed ratio is 1.00037. Further assertions cover matched, mismatched and pinned chains at low temperature, the heavy-atom transmission with its first thermal correction, and the classical limit. The worked example prints conductances from 1 K to 300 K and, for leads with impedance ratio 2, a ratio to the quantum of 0.88888 at 1 K, against 8/9 from the formula.

## Verification by program

```python
"""Heat conduction through a harmonic chain between two harmonic leads.

Result under test (hbar = 1):
  J = int_0^inf dw/(2 pi) w Tr[G GammaL G^dagger GammaR] (nL - nR),
  and kappa = dJ/dT -> T0 * pi^2 k^2 T/(3 h) at low temperature, where
  T0 = 4 ZL ZR/(ZL + ZR)^2 and Z = sqrt(mass*spring) of each lead.
Symbols: G = retarded Green function of the centre, Gamma = i(Sigma - Sigma^dagger),
Sigma = lead self-energy, n = Bose function, w = angular frequency.
A lead is a pair (mass, spring). The list 'springs' of a centre with N atoms has
N+1 entries; its first and last entries are the springs to the two leads and
equal the springs inside those leads.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded


def band_top(lead):
    return 2 * np.sqrt(lead[1] / lead[0])


def impedance(lead):
    return np.sqrt(lead[0] * lead[1])


def self_energy(w, lead):
    q = 2 * np.arcsin(complex(w / band_top(lead)))
    return -lead[1] * np.exp(1j * q)


def stiffness(springs, pin=0.0):
    s = np.asarray(springs, float)
    return (np.diag(s[:-1] + s[1:] + pin)
            - np.diag(s[1:-1], 1) - np.diag(s[1:-1], -1))


def green_and_gammas(w, masses, springs, left, right, pin=0.0):
    inverse = (np.diag(masses) * w**2 - stiffness(springs, pin)).astype(complex)
    sig_l, sig_r = self_energy(w, left), self_energy(w, right)
    inverse[0, 0] -= sig_l
    inverse[-1, -1] -= sig_r
    gam_l, gam_r = np.zeros_like(inverse), np.zeros_like(inverse)
    gam_l[0, 0] = -2 * sig_l.imag
    gam_r[-1, -1] = -2 * sig_r.imag
    return np.linalg.inv(inverse), gam_l, gam_r


def caroli(w, *system):
    g, gam_l, gam_r = green_and_gammas(w, *system)
    return np.trace(g @ gam_l @ g.conj().T @ gam_r).real


def wave_matching(w, masses, springs, left, right):
    """Transmitted energy fraction of an incoming wave, without Green functions."""
    n = len(masses)
    (ml, kl), (mr, kr) = left, right
    ql = np.arccos(1 - ml * w**2 / (2 * kl))
    qr = np.arccos(1 - mr * w**2 / (2 * kr))
    a = np.zeros((n + 2, n + 2), complex)   # unknowns: r, x_1 ... x_n, t
    b = np.zeros(n + 2, complex)
    a[0, 0] = ml * w**2 - 2 * kl + kl * np.exp(1j * ql)
    a[0, 1] = kl
    b[0] = -(ml * w**2 - 2 * kl + kl * np.exp(-1j * ql))
    for i in range(1, n + 1):
        a[i, i] = masses[i - 1] * w**2 - springs[i - 1] - springs[i]
        a[i, i - 1] = springs[i - 1]
        a[i, i + 1] = springs[i]
    b[1] = -springs[0]
    a[n + 1, n] = kr
    a[n + 1, n + 1] = mr * w**2 - 2 * kr + kr * np.exp(1j * qr)
    t = np.linalg.solve(a, b)[-1]
    return abs(t)**2 * kr * np.sin(qr) / (kl * np.sin(ql))


def heat_current(temp_l, temp_r, *system):
    top = min(band_top(system[2]), band_top(system[3]))

    def integrand(w):
        dn = 1 / np.expm1(w / temp_l) - 1 / np.expm1(w / temp_r)
        return w * caroli(w, *system) * dn / (2 * np.pi)
    return quad(integrand, 0, top, limit=200, epsabs=1e-10, epsrel=1e-8)[0]


def conductance_ratio(kt, *system):
    """kappa divided by pi^2 k^2 T/(3h)."""
    top = min(band_top(system[2]), band_top(system[3]))

    def integrand(x):
        return (x / 2 / np.sinh(x / 2))**2 * caroli(x * kt, *system)
    value = quad(integrand, 0, min(top / kt, 60.0), limit=200,
                 epsabs=1e-10, epsrel=1e-9)[0]
    return value * 3 / np.pi**2


def evolve(system, n_lead, times, temp_l, temp_r, wall=0.0):
    """Exact evolution of a closed system whose parts are joined at time zero.

    The outer ends of the leads are free for wall = 0 and clamped for wall = 1.
    Returns the mean current through the left boundary spring, the growth rate
    of <x1^2>, and the largest remaining response of the last centre atom to
    its own initial velocity. Times must stay below the echo from the ends.
    """
    masses, springs, left, right = system
    all_m = np.array([left[0]] * n_lead + list(masses) + [right[0]] * n_lead)
    all_s = [left[1]] * n_lead + list(springs) + [right[1]] * n_lead
    all_s[0] *= wall
    all_s[-1] *= wall
    root_m = np.sqrt(all_m)
    dyn = stiffness(all_s) / np.outer(root_m, root_m)
    size = len(all_m)
    cov_y, cov_v = np.zeros((size, size)), np.zeros((size, size))
    for block, temp in ((slice(0, n_lead), temp_l),
                        (slice(size - n_lead, size), temp_r)):
        w2, e = np.linalg.eigh(dyn[block, block])
        wm = np.sqrt(w2)
        coth = 1 / np.tanh(wm / (2 * temp))
        cov_y[block, block] = (e * (coth / (2 * wm))) @ e.T
        cov_v[block, block] = (e * (coth * wm / 2)) @ e.T
    for i in range(n_lead, n_lead + len(masses)):   # minimum-uncertainty start
        cov_y[i, i] = 1 / (2 * np.sqrt(dyn[i, i]))
        cov_v[i, i] = np.sqrt(dyn[i, i]) / 2
    w2, modes = np.linalg.eigh(dyn)
    wm = np.sqrt(np.maximum(w2, 0.0))       # free ends allow one rigid motion
    first = modes[n_lead] / root_m[n_lead]
    stretch = modes[n_lead - 1] / root_m[n_lead - 1] - first
    last_weight = modes[n_lead + len(masses) - 1]**2
    currents, variances, memory = [], [], []
    for t in times:
        c, s = np.cos(wm * t), np.sin(wm * t)
        s_over_w = t * np.sinc(wm * t / np.pi)
        vel_y, vel_v = modes @ (first * (-wm * s)), modes @ (first * c)
        str_y, str_v = modes @ (stretch * c), modes @ (stretch * s_over_w)
        pos_y, pos_v = modes @ (first * c), modes @ (first * s_over_w)
        currents.append(springs[0] * (vel_y @ cov_y @ str_y
                                      + vel_v @ cov_v @ str_v))
        variances.append(pos_y @ cov_y @ pos_y + pos_v @ cov_v @ pos_v)
        memory.append(abs(last_weight @ c))
    return np.mean(currents), np.polyfit(times, variances, 1)[0], max(memory)


# --- self-energy against the end element of a long, damped finite lead
lead_a, lead_b = (1.0, 1.0), (1.5, 0.8)
for w in (0.3, 1.1, 1.7, 2.3):
    z, size = w + 0.02j, 3000
    bands = np.zeros((3, size), complex)
    bands[0, 1:] = bands[2, :-1] = lead_b[1]
    bands[1] = lead_b[0] * z**2 - 2 * lead_b[1]
    unit = np.zeros(size, complex)
    unit[0] = 1
    direct = lead_b[1]**2 * solve_banded((1, 1), bands, unit)[0]
    assert abs(direct - self_energy(z, lead_b)) < 1e-8

# --- Caroli formula against wave matching, and the spectral identity
masses, springs = [1.5, 2.0, 2.0], [1.0, 0.7, 0.9, 0.8]
system = (masses, springs, lead_a, lead_b)
# the lighter last atom gives a weakly damped vibration near a band edge
slow_system = ([1.5, 2.0, 1.3], springs, lead_a, lead_b)
worst_match = 0.0
for case in (system, slow_system):
    for w in np.linspace(0.05, 1.42, 25):
        worst_match = max(worst_match, abs(caroli(w, *case)
                                           - wave_matching(w, *case)))
        g, gam_l, gam_r = green_and_gammas(w, *case)
        spectral = 1j * (g - g.conj().T)
        assert np.allclose(spectral, g @ (gam_l + gam_r) @ g.conj().T, atol=1e-9)
assert worst_match < 1e-9
uniform_test = ([1.0] * 4, [1.0] * 5, lead_a, lead_a)
assert all(abs(caroli(w, *uniform_test) - 1) < 1e-9 for w in (0.1, 1.0, 1.9))
assert abs(caroli(2.1, *uniform_test)) < 1e-12

# --- heat current against exact time evolution of a large closed system
temp_l, temp_r, n_lead = 0.5, 0.2, 300
early, late = np.linspace(150, 300, 31), np.linspace(1400, 1700, 31)
caroli_current = heat_current(temp_l, temp_r, *system)
current, rate, memory = evolve(system, n_lead, early, temp_l, temp_r)
current_ratio = current / caroli_current
assert abs(current_ratio - 1) < 5e-3     # remaining transient at finite time
z_l, z_r = impedance(lead_a), impedance(lead_b)
growth = 2 * (temp_l * z_l + temp_r * z_r) / (z_l + z_r)**2
growth_ratio = rate / growth
assert abs(growth_ratio - 1) < 1e-2

# --- clamped outer ends fix each lead's length: a current shift ~ 1/length
clamped = evolve(system, n_lead, early, temp_l, temp_r, wall=1.0)[0]
sound_l, sound_r = band_top(lead_a) / 2, band_top(lead_b) / 2
shift = -(z_l * z_r / (z_l + z_r)**2
          * (temp_l * sound_l - temp_r * sound_r) / (n_lead + 1))
assert abs((clamped - current) / shift - 1) < 5e-2

# --- slow centre: still remembers its start early on, settles later
slow_formula = heat_current(temp_l, temp_r, *slow_system)
slow_current, _, slow_memory = evolve(slow_system, n_lead, early, temp_l, temp_r)
slow_early_ratio = slow_current / slow_formula
assert slow_memory > 5 * memory
slow_late_ratio = evolve(slow_system, 900, late, temp_l, temp_r)[0] / slow_formula
assert abs(slow_late_ratio - 1) < 5e-3

# --- conductance integral against a finite difference of the current
temp, step = 0.1, 1e-3
slope = heat_current(temp + step, temp - step, *system) / (2 * step)
formula = np.pi * temp / 6 * conductance_ratio(temp, *system)
assert abs(slope / formula - 1) < 1e-3

# --- low-temperature limits: matched, mismatched and pinned
bose_integral = quad(lambda x: (x / 2 / np.sinh(x / 2))**2, 0, 60)[0]
assert abs(bose_integral - np.pi**2 / 3) < 1e-8
matched = (masses, [1.0, 0.7, 0.9, 1.0], lead_a, lead_a)
matched_ratio = conductance_ratio(0.002, *matched)
assert abs(matched_ratio - 1) < 1e-3
assert abs(conductance_ratio(0.002, *system)
           - 4 * z_l * z_r / (z_l + z_r)**2) < 1e-3
pinned_ratio = conductance_ratio(0.002, *matched, 0.3)
assert pinned_ratio < 1e-2
assert abs(conductance_ratio(0.004, *matched, 0.3) / pinned_ratio - 4) < 0.1

# --- one heavy atom: closed transmission and first thermal correction
eps = 2.0
heavy_test = ([1 + eps], [1.0, 1.0], lead_a, lead_a)
for s in (0.1, 0.5, 0.9):
    closed = (1 - s**2) / (1 - s**2 + eps**2 * s**2)
    assert abs(closed - wave_matching(2 * s, *heavy_test)) < 1e-9
kt = 0.003 * band_top(lead_a)
loss = 1 - conductance_ratio(kt, *heavy_test)
assert abs(loss / (4 * np.pi**2 / 5 * eps**2 * 0.003**2) - 1) < 5e-3

# --- worked example; with hbar = 1 a mass is carried in 1/(eV angstrom^2)
ev = const.e
hbar2_per_u = const.hbar**2 / const.atomic_mass / ev * 1e20   # eV angstrom^2
k_ev, h_ev = const.k / ev, const.h / ev
mass_u, heavy_u, right_u, spring = 30.0, 60.0, 120.0, 5.0
lead = (mass_u / hbar2_per_u, spring)
lead_heavy = (right_u / hbar2_per_u, spring)
uniform = ([lead[0]], [spring, spring], lead, lead)
defect = ([heavy_u / hbar2_per_u], [spring, spring], lead, lead)
mismatch = ([lead[0]], [spring, spring], lead, lead_heavy)
top = band_top(lead)
print(f"lead atom mass: {mass_u:.0f} u; heavy central atom: {heavy_u:.0f} u")
print(f"spring constant: {spring:.1f} eV/angstrom^2")
print(f"hbar^2/(1 u): {hbar2_per_u:.6e} eV angstrom^2")
print(f"top phonon energy: {top:.5f} eV")
half = top / 2
g, gam_l, gam_r = green_and_gammas(half, *defect)
print(f"half of top energy: {half:.5f} eV")
print(f"wave number q there: {2 * np.arcsin(half / top):.5f} rad")
print(f"Gamma of each lead there: {gam_l[0, 0].real:.5f} eV/angstrom^2")
print(f"|G|^2 at heavy atom there: {abs(g[0, 0])**2:.6f} angstrom^4/eV^2")
for part in (0.1, 0.25, 0.5, 0.75, 0.9):
    print(f"heavy-atom transmission at {part * top:.5f} eV "
          f"({part:.2f} of top): {caroli(part * top, *defect):.5f}")

quantum_1k = np.pi**2 * k_ev**2 / (3 * h_ev)
print(f"Bose integral: {bose_integral:.6f}; pi^2/3: {np.pi**2 / 3:.6f}")
print(f"conductance quantum at 1 K: {quantum_1k:.5e} eV/(s K)")
print(f"conductance quantum at 1 K: {quantum_1k * ev:.5e} W/K")
print("T in K | quantum, uniform, heavy in eV/(s K) | ratios to quantum")
for temp in (1, 5, 20, 50, 100, 300):
    q0 = quantum_1k * temp
    ru = conductance_ratio(k_ev * temp, *uniform)
    rd = conductance_ratio(k_ev * temp, *defect)
    print(f"{temp:4d} | {q0:.4e} {q0 * ru:.4e} {q0 * rd:.4e} | {ru:.5f} {rd:.5f}")
estimate = 1 - 4 * np.pi**2 / 5 * (heavy_u / mass_u - 1)**2 * (k_ev * 20 / top)**2
print(f"heavy atom, ratio at 20 K from first correction: {estimate:.5f}")
classical = k_ev * top / h_ev
hot = 20 * top / k_ev
hot_kappa = quantum_1k * hot * conductance_ratio(k_ev * hot, *uniform)
assert abs(hot_kappa / classical - 1) < 1e-3
print(f"classical limit of uniform chain: {classical:.4e} eV/(s K)")
z_ratio = impedance(lead_heavy) / impedance(lead)
t_zero = 4 * z_ratio / (1 + z_ratio)**2
r_mis = conductance_ratio(k_ev * 1.0, *mismatch)
assert abs(r_mis - t_zero) < 1e-3
print(f"right lead of {right_u:.0f} u atoms: impedance ratio {z_ratio:.4f}")
print(f"  impedance formula for T(0): {t_zero:.5f}")
print(f"  computed ratio to quantum at 1 K: {r_mis:.5f}")
print(f"largest Caroli minus wave-matching difference: {worst_match:.1e}")
print(f"time-evolved current / Caroli current: {current_ratio:.5f}")
print(f"same with clamped outer ends: {clamped / caroli_current:.5f}")
print(f"  predicted for clamped ends: {1 + shift / caroli_current:.5f}")
print(f"growth rate of <x1^2>, evolved / formula: {growth_ratio:.5f}")
print(f"slow centre, current ratio at times 150-300: {slow_early_ratio:.5f}")
print(f"slow centre, current ratio at times 1400-1700: {slow_late_ratio:.5f}")
print(f"memory of last atom at 150-300, normal centre: {memory:.2e}")
print(f"memory of last atom at 150-300, slow centre: {slow_memory:.2e}")
print(f"disordered centre, equal leads, ratio at low T: {matched_ratio:.6f}")
print(f"same centre pinned to a substrate, ratio: {pinned_ratio:.2e}")
print("success")
```

Printed output:

```
lead atom mass: 30 u; heavy central atom: 60 u
spring constant: 5.0 eV/angstrom^2
hbar^2/(1 u): 4.180159e-03 eV angstrom^2
top phonon energy: 0.05279 eV
half of top energy: 0.02639 eV
wave number q there: 1.04720 rad
Gamma of each lead there: 8.66025 eV/angstrom^2
|G|^2 at heavy atom there: 0.010000 angstrom^4/eV^2
heavy-atom transmission at 0.00528 eV (0.10 of top): 0.99000
heavy-atom transmission at 0.01320 eV (0.25 of top): 0.93750
heavy-atom transmission at 0.02639 eV (0.50 of top): 0.75000
heavy-atom transmission at 0.03959 eV (0.75 of top): 0.43750
heavy-atom transmission at 0.04751 eV (0.90 of top): 0.19000
Bose integral: 3.289868; pi^2/3: 3.289868
conductance quantum at 1 K: 5.90716e+06 eV/(s K)
conductance quantum at 1 K: 9.46431e-13 W/K
T in K | quantum, uniform, heavy in eV/(s K) | ratios to quantum
   1 | 5.9072e+06 5.9072e+06 5.9070e+06 | 1.00000 0.99998
   5 | 2.9536e+07 2.9536e+07 2.9520e+07 | 1.00000 0.99947
  20 | 1.1814e+08 1.1814e+08 1.1715e+08 | 1.00000 0.99158
  50 | 2.9536e+08 2.9528e+08 2.7984e+08 | 0.99974 0.94745
 100 | 5.9072e+08 5.7036e+08 4.7696e+08 | 0.96554 0.80743
 300 | 1.7721e+09 9.8680e+08 6.8652e+08 | 0.55684 0.38739
heavy atom, ratio at 20 K from first correction: 0.99158
classical limit of uniform chain: 1.1000e+09 eV/(s K)
right lead of 120 u atoms: impedance ratio 2.0000
  impedance formula for T(0): 0.88889
  computed ratio to quantum at 1 K: 0.88888
largest Caroli minus wave-matching difference: 1.1e-15
time-evolved current / Caroli current: 1.00000
same with clamped outer ends: 0.99293
  predicted for clamped ends: 0.99293
growth rate of <x1^2>, evolved / formula: 1.00000
slow centre, current ratio at times 150-300: 1.00140
slow centre, current ratio at times 1400-1700: 1.00037
memory of last atom at 150-300, normal centre: 8.16e-04
memory of last atom at 150-300, slow centre: 1.10e-01
disordered centre, equal leads, ratio at low T: 0.999970
same centre pinned to a substrate, ratio: 6.45e-05
success
```
